# The Fowler-Nordheim field exponent from WKB tunnelling through a triangular oxide barrier: test program

```python
"""
Fowler-Nordheim field exponent for a triangular oxide barrier.

Result under test (Hartree atomic units):
    T is proportional to exp(-B/F),  B = (4/3) sqrt(2 m) phi**1.5,
valid when the barrier is a triangle inside the oxide, F*d > phi.
    phi : barrier height above the electron energy
    m   : constant effective mass in the oxide
    F   : magnitude of the force (oxide field times unit charge)
    d   : oxide thickness
    b   : B/F, the exponent itself
The emitter and anode are free-electron metals of mass m_metal.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp

phi = 0.12
m = 0.4
F_main = 0.002
fermi_energy = 0.2
m_metal = 1.0


def slope_constant(height, mass):
    return 4.0 / 3.0 * np.sqrt(2.0 * mass) * height**1.5


def action_by_quadrature(force, length):
    """Twice the integral of the decay constant over the barrier."""
    def kappa(x):
        return np.sqrt(2.0 * m * max(phi - force * x, 0.0))
    return 2.0 * quad(kappa, 0.0, length, epsabs=1e-11, epsrel=1e-11)[0]


def transmission(force, thickness=None):
    """Integrate the Schroedinger equation back from the exit side.

    thickness=None: long ramp with a reflectionless outgoing wave.
    Otherwise: abrupt metal anode at x = thickness.
    """
    if thickness is None:
        end = 6.0 * phi / force
        p = np.sqrt(2.0 * m * (force * end - phi))
        log_derivative = 1j * p - m * force / (2.0 * p**2)
    else:
        end = thickness
        k_anode = np.sqrt(2.0 * m_metal * (fermi_energy + force * end))
        log_derivative = 1j * k_anode * m / m_metal

    def equation(x, y):
        return [y[1], 2.0 * m * (phi - force * x) * y[0]]

    start = np.array([1.0 + 0.0j, log_derivative])
    solution = solve_ivp(equation, (end, 0.0), start, method="DOP853",
                         rtol=1e-10, atol=1e-12)
    assert solution.success
    psi, dpsi = solution.y[:, -1]
    k = np.sqrt(2.0 * m_metal * fermi_energy)
    incident = 0.5 * (psi + (m_metal / m) * dpsi / (1j * k))
    flux_out = log_derivative.imag / m
    return flux_out / (abs(incident)**2 * k / m_metal)


def current_by_quadrature(force):
    """Sum exp(-action) over occupied emitter states, both spins."""
    b_local = slope_constant(phi, m) / force

    def integrand(depth, k_par):
        excess = depth + k_par**2 / (2.0 * m)
        relative = np.exp(-b_local * ((1.0 + excess / phi)**1.5 - 1.0))
        return 2.0 * k_par / (2.0 * np.pi) * relative / (2.0 * np.pi)

    k_max = np.sqrt(2.0 * m_metal * fermi_energy)
    value = dblquad(integrand, 0.0, k_max, 0.0,
                    lambda k: max(fermi_energy - k**2 / (2 * m_metal), 0.0),
                    epsabs=0.0, epsrel=1e-8)[0]
    return value * np.exp(-b_local)


def current_formula(force):
    return (force**2 / (16.0 * np.pi**2 * phi)
            * np.exp(-slope_constant(phi, m) / force))


B = slope_constant(phi, m)
b = B / F_main
turning_point = phi / F_main
kappa_0 = np.sqrt(2.0 * m * phi)

# Action of the triangle and of the trapezoid against quadrature.
action_triangle = action_by_quadrature(F_main, turning_point)
assert abs(action_triangle / b - 1.0) < 1e-7
d_thin = 40.0
action_thin = action_by_quadrature(F_main, d_thin)
thin_formula = b * (1.0 - (1.0 - F_main * d_thin / phi)**1.5)
assert abs(action_thin / thin_formula - 1.0) < 1e-7
thin_zero_field = 2.0 * d_thin * kappa_0
action_weak = action_by_quadrature(1e-7, d_thin)
assert abs(action_weak / thin_zero_field - 1.0) < 1e-4

# Local validity measure of WKB at the entrance, by finite difference.
step = 1e-3
kappa_plus = np.sqrt(2.0 * m * (phi - F_main * step))
kappa_minus = np.sqrt(2.0 * m * (phi + F_main * step))
validity = abs(kappa_plus - kappa_minus) / (2.0 * step) / kappa_0**2
assert abs(validity / (2.0 / (3.0 * b)) - 1.0) < 1e-5

# Numerical transmission against prefactor times exponential.
# The neglected terms are of relative order 1/b.
velocity_ratio = np.sqrt(2.0 * fermi_energy / m_metal) / (kappa_0 / m)
prefactor = 4.0 * velocity_ratio / (1.0 + velocity_ratio**2)
fields = [0.001, 0.002, 0.0025, 0.004]
T_num = {}
for force in fields:
    T_num[force] = transmission(force)
    ratio = T_num[force] / (prefactor * np.exp(-B / force))
    assert abs(ratio - 1.0) < 0.5 * force / B

# Slopes against 1/F; deviations are of relative order 1/b**2.
F_a, F_b = 0.002, 0.0025
inverse_step = 1.0 / F_a - 1.0 / F_b
small = F_a * F_b / B**2
slope_T = np.log(T_num[F_a] / T_num[F_b]) / inverse_step
assert abs(slope_T / (-B) - 1.0) < small

J_num = {force: current_by_quadrature(force) for force in (F_a, F_b)}
for force in (F_a, F_b):
    b_here = B / force
    ratio = J_num[force] / current_formula(force)
    assert abs(ratio - (1.0 - 1.0 / b_here)) < 3.0 / b_here**2
slope_J = np.log(J_num[F_a] / F_a**2 / (J_num[F_b] / F_b**2)) / inverse_step
assert abs(slope_J / (-B) - 1.0) < 1.5 * small

# An abrupt anode changes T only by a factor of order one.
thicknesses = [100.0, 110.0, 120.0, 130.0, 140.0, 150.0, 160.0]
anode_factors = [transmission(F_main, d) / T_num[F_main]
                 for d in thicknesses]
assert 0.5 < min(anode_factors) and max(anode_factors) < 2.0

# SI evaluation from the fundamental constants.
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
field_unit = const.physical_constants["atomic unit of electric field"][0]
current_unit = const.physical_constants["atomic unit of current"][0]
B_SI = (4.0 * np.sqrt(2.0 * m * const.m_e) * (phi * hartree)**1.5
        / (3.0 * const.e * const.hbar))
assert abs(B_SI / (B * field_unit) - 1.0) < 1e-7
coefficient = (4.0 * np.sqrt(2.0 * const.m_e) * const.e**1.5
               / (3.0 * const.e * const.hbar))
to_MV_cm = 1e-8
to_A_cm2 = current_unit / bohr**2 * 1e-4

print("Inputs")
print(f"barrier height phi = {phi:.3f} hartree")
print(f"oxide mass m = {m:.2f} electron masses")
print(f"metal mass = {m_metal:.2f} electron masses")
print(f"emitter Fermi energy = {fermi_energy:.2f} hartree")
print(f"oxide field F = {F_main:.4f} a.u.")
print(f"oxide field F = {F_main * field_unit * to_MV_cm:.2f} MV/cm")
print("Exponent")
print(f"turning point = {turning_point:.2f} bohr")
print(f"kappa at entrance = {kappa_0:.4f} 1/bohr")
print(f"B = {B:.5f} a.u. of field")
print(f"B = {B_SI * to_MV_cm:.1f} MV/cm")
print(f"b = B/F = {b:.3f} (no unit)")
print(f"b by quadrature = {action_triangle:.3f} (no unit)")
print(f"exp(-b) = {np.exp(-b):.3e} (no unit)")
print(f"|kappa'|/kappa^2 at entrance = {validity:.4f} (no unit)")
print(f"B/(sqrt(m) phi^1.5) = {coefficient * to_MV_cm:.2f} MV/cm/eV^1.5")
print("Trapezoid")
print(f"thin oxide d = {d_thin:.0f} bohr")
print(f"drop F d = {F_main * d_thin:.3f} hartree")
print(f"its exponent at F = {action_thin:.3f} (no unit)")
print(f"its zero-field limit = {thin_zero_field:.3f} (no unit)")
print("Transmission from the Schroedinger equation, long ramp")
print(f"velocity ratio r = {velocity_ratio:.4f} (no unit)")
print(f"prefactor 4r/(1+r^2) = {prefactor:.4f} (no unit)")
for force in fields:
    scaled = T_num[force] * np.exp(B / force)
    print(f"F={force:.4f} a.u.: b={B / force:.3f}, "
          f"T={T_num[force]:.3e}, T exp(b)={scaled:.4f}")
print(f"slope interval: F = {F_a:.4f} to {F_b:.4f} a.u.")
print(f"slope of ln T against 1/F = {slope_T:.5f} a.u.")
print("Abrupt anode at F: T divided by long-ramp T")
for d, factor in zip(thicknesses, anode_factors):
    print(f"d = {d:.0f} bohr: factor {factor:.3f}")
print("Current density at zero temperature, T = exp(-b(W))")
energy_width = F_main / (2.0 * kappa_0)
print(f"energy width 1/c = {energy_width:.5f} hartree")
print(f"J formula = {current_formula(F_main):.3e} a.u.")
print(f"J quadrature = {J_num[F_main]:.3e} a.u.")
print(f"J quadrature = {J_num[F_main] * to_A_cm2:.2e} A/cm^2")
print(f"quadrature/formula = "
      f"{J_num[F_main] / current_formula(F_main):.4f} (no unit)")
print(f"1 - 1/b = {1.0 - 1.0 / b:.4f} (no unit)")
print(f"slope of ln(J/F^2) against 1/F = {slope_J:.5f} a.u.")
print("no test failed")
```

Output:

```
Inputs
barrier height phi = 0.120 hartree
oxide mass m = 0.40 electron masses
metal mass = 1.00 electron masses
emitter Fermi energy = 0.20 hartree
oxide field F = 0.0020 a.u.
oxide field F = 10.28 MV/cm
Exponent
turning point = 60.00 bohr
kappa at entrance = 0.3098 1/bohr
B = 0.04957 a.u. of field
B = 254.9 MV/cm
b = B/F = 24.787 (no unit)
b by quadrature = 24.787 (no unit)
exp(-b) = 1.718e-11 (no unit)
|kappa'|/kappa^2 at entrance = 0.0269 (no unit)
B/(sqrt(m) phi^1.5) = 68.31 MV/cm/eV^1.5
Trapezoid
thin oxide d = 40 bohr
drop F d = 0.080 hartree
its exponent at F = 20.017 (no unit)
its zero-field limit = 24.787 (no unit)
Transmission from the Schroedinger equation, long ramp
velocity ratio r = 0.8165 (no unit)
prefactor 4r/(1+r^2) = 1.9596 (no unit)
F=0.0010 a.u.: b=49.574, T=5.800e-22, T exp(b)=1.9645
F=0.0020 a.u.: b=24.787, T=3.384e-11, T exp(b)=1.9695
F=0.0025 a.u.: b=19.830, T=4.820e-09, T exp(b)=1.9721
F=0.0040 a.u.: b=12.394, T=8.208e-06, T exp(b)=1.9801
slope interval: F = 0.0020 to 0.0025 a.u.
slope of ln T against 1/F = -0.04959 a.u.
Abrupt anode at F: T divided by long-ramp T
d = 100 bohr: factor 0.754
d = 110 bohr: factor 0.982
d = 120 bohr: factor 1.063
d = 130 bohr: factor 1.026
d = 140 bohr: factor 0.964
d = 150 bohr: factor 0.949
d = 160 bohr: factor 0.992
Current density at zero temperature, T = exp(-b(W))
energy width 1/c = 0.00323 hartree
J formula = 3.627e-18 a.u.
J quadrature = 3.492e-18 a.u.
J quadrature = 8.26e-04 A/cm^2
quadrature/formula = 0.9627 (no unit)
1 - 1/b = 0.9597 (no unit)
slope of ln(J/F^2) against 1/F = -0.04949 a.u.
no test failed
```
